# How Strain Relaxation Lowers the Quartic Coefficient of a Ferroelectric: verification in Python

```python
"""
Result under test: for the free-energy density
  F = a P^2/2 + b P^4/4 + c P^6/6 - q s P^2 + C s^2/2
relaxing the strain s at zero stress lowers the coefficient of P^4
from b/4 to b/4 - q^2/(2C).
P: polarization (C/m^2); s: strain; C: stiffness (Pa);
q: electrostrictive coupling (J m/C^2); a, b, c: Landau coefficients (SI).
Also tested: effect of stress, order of the transition, susceptibilities
at fixed and at free strain, and the piezoelectric coefficient.
All reference states come from numerical minimization of F itself.
"""
import numpy as np
from scipy.optimize import minimize_scalar, brentq


def energy(P, s, a, model, field=0.0, stress=0.0):
    b, c, q, C = model
    landau = a * P**2 / 2 + b * P**4 / 4 + c * P**6 / 6
    return landau - q * s * P**2 + C * s**2 / 2 - field * P - stress * s


def relax_strain(P, a, model, field=0.0, stress=0.0):
    """Minimize over strain numerically; the search variable is in percent."""
    found = minimize_scalar(
        lambda percent: energy(P, percent / 100, a, model, field, stress))
    return found.fun, found.x / 100


def local_minimum(function, low, high):
    return minimize_scalar(function, bounds=(low, high), method="bounded",
                           options={"xatol": 1e-10}).x


def global_minimum(function):
    grid = np.linspace(0.0, 0.45, 226)
    i = int(np.argmin([function(P) for P in grid]))
    assert i < len(grid) - 1
    return local_minimum(function, grid[max(i - 1, 0)], grid[i + 1])


def free_minimum(a, model):
    return global_minimum(lambda P: relax_strain(P, a, model)[0])


def clamped_minimum(a, model):
    return global_minimum(lambda P: energy(P, 0.0, a, model))


def polar_state(a, model, field=0.0):
    P = local_minimum(
        lambda x: relax_strain(x, a, model, field)[0], 0.19, 0.35)
    value, strain = relax_strain(P, a, model, field)
    return P, strain, value


# Round model parameters
b, c, q, C = 1.0e9, 1.2e10, 1.0e10, 1.0e11
alpha = 1.0e6
stress_example = 1.0e8
model = (b, c, q, C)

# Polynomial coefficients of the numerically relaxed energy
fitted_quartic = None
for trial in (model, (3.0e8, 9.0e9, 4.0e9, 7.0e10)):
    tb, tc, tq, tC = trial
    for stress in (0.0, stress_example):
        a_trial = 3.0e7
        P_values = np.linspace(0.0, 0.35, 25)
        relaxed = [relax_strain(P, a_trial, trial, stress=stress)[0]
                   for P in P_values]
        scale = 0.1
        fit = np.polyfit(P_values**2 / scale, relaxed, 3)
        sixth, quartic, quadratic = (
            fit[0] / scale**3, fit[1] / scale**2, fit[2] / scale)
        assert np.isclose(quartic, tb / 4 - tq**2 / (2 * tC), rtol=1e-6)
        assert np.isclose(quadratic, a_trial / 2 - tq * stress / tC, rtol=1e-6)
        assert np.isclose(sixth, tc / 6, rtol=1e-6)
        assert np.isclose(fit[3], -stress**2 / (2 * tC), rtol=1e-6, atol=1e-2)
        if trial is model and stress == 0.0:
            fitted_quartic = quartic

# Discontinuous transition of the free crystal
b_free = b - 2 * q**2 / C
a_t = 3 * b_free**2 / (16 * c)
P_t = np.sqrt(-3 * b_free / (4 * c))
a_t_numeric = brentq(lambda a: polar_state(a, model)[2]
                     - relax_strain(0.0, a, model)[0], 1.0e7, 1.9e7)
P_t_numeric, s_t_numeric, _ = polar_state(a_t_numeric, model)
assert np.isclose(a_t_numeric, a_t, rtol=1e-5)
assert np.isclose(P_t_numeric, P_t, rtol=1e-5)
assert np.isclose(s_t_numeric, q * P_t**2 / C, rtol=1e-5)
assert free_minimum(1.02 * a_t, model) < 1e-4
assert free_minimum(0.98 * a_t, model) > 0.24
coupling_energy = -q * s_t_numeric * P_t_numeric**2
elastic_energy = C * s_t_numeric**2 / 2
assert np.isclose(elastic_energy, -coupling_energy / 2, rtol=1e-5)

# Onset of polarization: two small distances below a = 0
q_critical = np.sqrt(b * C / 2)
a_far, a_near = -1.0e5, -1.0e3
weak = (b, c, 0.9 * q_critical, C)
strong = (b, c, 1.1 * q_critical, C)
clamped_pair = [clamped_minimum(a, model) for a in (a_far, a_near)]
weak_pair = [free_minimum(a, weak) for a in (a_far, a_near)]
strong_pair = [free_minimum(a, strong) for a in (a_far, a_near)]
# A continuous onset scales as sqrt(-a); P^6 causes a small deviation.
assert abs(clamped_pair[1] / clamped_pair[0] - 0.1) < 0.003
assert abs(weak_pair[1] / weak_pair[0] - 0.1) < 0.003
assert strong_pair[1] / strong_pair[0] > 0.9
assert clamped_minimum(1.0e5, model) < 1e-4

# Small-field response at a = 0
P_s, s_s, _ = polar_state(0.0, model)
step = 1.0e5
plus = polar_state(0.0, model, step)
minus = polar_state(0.0, model, -step)
chi_free_numeric = (plus[0] - minus[0]) / (2 * step)
d_numeric = (plus[1] - minus[1]) / (2 * step)
clamped_P = [local_minimum(
    lambda P, E=E: energy(P, s_s, 0.0, model, E), 0.2, 0.35)
    for E in (step, -step)]
chi_clamped_numeric = (clamped_P[0] - clamped_P[1]) / (2 * step)
P_formula = np.sqrt(-b_free / c)
inverse_free = 3 * b_free * P_formula**2 + 5 * c * P_formula**4
inverse_clamped = inverse_free + 4 * q**2 * P_formula**2 / C
d_formula = 2 * (q / C) * P_formula / inverse_free
assert np.isclose(P_s, P_formula, rtol=1e-5)
# Finite field steps leave a small cubic error.
assert np.isclose(chi_free_numeric, 1 / inverse_free, rtol=1e-3)
assert np.isclose(chi_clamped_numeric, 1 / inverse_clamped, rtol=1e-3)
assert np.isclose(d_numeric, d_formula, rtol=1e-3)

print("MODEL PARAMETERS")
print(f"b at fixed strain = {b:.3e} J m^5/C^4")
print(f"c = {c:.3e} J m^9/C^6")
print(f"coupling q = {q:.3e} J m/C^2")
print(f"stiffness C = {C:.3e} Pa")
print(f"alpha = da/dT = {alpha:.3e} J m/(C^2 K)")
print(f"electrostrictive coefficient Q = q/C = {q / C:.3f} m^4/C^2")
print("QUARTIC COEFFICIENT")
print(f"clamped, b/4 = {b / 4:.3e} J m^5/C^4")
print(f"reduction, q^2/(2C) = {q**2 / (2 * C):.3e} J m^5/C^4")
print(f"free, formula = {b / 4 - q**2 / (2 * C):.3e} J m^5/C^4")
print(f"free, fit to minimized energy = {fitted_quartic:.6e} J m^5/C^4")
print(f"free parameter b* = {b_free:.3e} J m^5/C^4")
print(f"critical coupling sqrt(bC/2) = {q_critical:.4e} J m/C^2")
print("FREE TRANSITION")
print(f"a_t, formula = {a_t:.5e} J m/C^2")
print(f"a_t, equal minimized energies = {a_t_numeric:.5e} J m/C^2")
print(f"transition temperature minus T0 = {a_t / alpha:.3f} K")
print(f"polarization jump, formula = {P_t:.5f} C/m^2")
print(f"polarization jump, minimized = {P_t_numeric:.5f} C/m^2")
print(f"strain jump, minimized = {100 * s_t_numeric:.4f} percent")
print(f"coupling energy there = {coupling_energy:.4e} J/m^3")
print(f"elastic energy there = {elastic_energy:.4e} J/m^3")
print("ONSET BELOW a = 0: minimized P at two values of a")
print(f"the two values of a = {a_far:.1e}, {a_near:.1e} J m/C^2")
for label, pair in (("clamped at s = 0", clamped_pair),
                    ("free, q = 0.9 critical", weak_pair),
                    ("free, q = 1.1 critical", strong_pair)):
    print(f"{label}: P = {pair[0]:.5f}, {pair[1]:.5f} C/m^2")
print("STRESS")
print(f"tensile stress = {stress_example / 1e6:.1f} MPa")
shift = 2 * q * stress_example / C
print(f"lowering of a = {shift:.3e} J m/C^2")
print(f"upward temperature shift = {shift / alpha:.2f} K")
print("RESPONSE AT T = T0, ZERO STRESS")
print(f"spontaneous polarization = {P_s:.5f} C/m^2")
print(f"spontaneous strain = {100 * s_s:.4f} percent")
print(f"inverse free susceptibility = {inverse_free:.4e} m/F")
print(f"inverse clamped susceptibility = {inverse_clamped:.4e} m/F")
print(f"free susceptibility, formula = {1 / inverse_free:.4e} F/m")
print(f"free susceptibility, numeric = {chi_free_numeric:.4e} F/m")
print(f"clamped susceptibility, formula = {1 / inverse_clamped:.4e} F/m")
print(f"clamped susceptibility, numeric = {chi_clamped_numeric:.4e} F/m")
print(f"piezoelectric d, formula = {d_formula * 1e12:.2f} pm/V")
print(f"piezoelectric d, numeric = {d_numeric * 1e12:.2f} pm/V")
d_wrong = 2 * (q / C) * P_formula / inverse_clamped
print(f"2QP times clamped susceptibility = {d_wrong * 1e12:.2f} pm/V")
print("every check passed")
```

Output:

```
MODEL PARAMETERS
b at fixed strain = 1.000e+09 J m^5/C^4
c = 1.200e+10 J m^9/C^6
coupling q = 1.000e+10 J m/C^2
stiffness C = 1.000e+11 Pa
alpha = da/dT = 1.000e+06 J m/(C^2 K)
electrostrictive coefficient Q = q/C = 0.100 m^4/C^2
QUARTIC COEFFICIENT
clamped, b/4 = 2.500e+08 J m^5/C^4
reduction, q^2/(2C) = 5.000e+08 J m^5/C^4
free, formula = -2.500e+08 J m^5/C^4
free, fit to minimized energy = -2.500000e+08 J m^5/C^4
free parameter b* = -1.000e+09 J m^5/C^4
critical coupling sqrt(bC/2) = 7.0711e+09 J m/C^2
FREE TRANSITION
a_t, formula = 1.56250e+07 J m/C^2
a_t, equal minimized energies = 1.56250e+07 J m/C^2
transition temperature minus T0 = 15.625 K
polarization jump, formula = 0.25000 C/m^2
polarization jump, minimized = 0.25000 C/m^2
strain jump, minimized = 0.6250 percent
coupling energy there = -3.9062e+06 J/m^3
elastic energy there = 1.9531e+06 J/m^3
ONSET BELOW a = 0: minimized P at two values of a
the two values of a = -1.0e+05, -1.0e+03 J m/C^2
clamped at s = 0: P = 0.00999, 0.00100 C/m^2
free, q = 0.9 critical: P = 0.02258, 0.00229 C/m^2
free, q = 1.1 critical: P = 0.13403, 0.13231 C/m^2
STRESS
tensile stress = 100.0 MPa
lowering of a = 2.000e+07 J m/C^2
upward temperature shift = 20.00 K
RESPONSE AT T = T0, ZERO STRESS
spontaneous polarization = 0.28868 C/m^2
spontaneous strain = 0.8333 percent
inverse free susceptibility = 1.6667e+08 m/F
inverse clamped susceptibility = 5.0000e+08 m/F
free susceptibility, formula = 6.0000e-09 F/m
free susceptibility, numeric = 6.0005e-09 F/m
clamped susceptibility, formula = 2.0000e-09 F/m
clamped susceptibility, numeric = 2.0000e-09 F/m
piezoelectric d, formula = 346.41 pm/V
piezoelectric d, numeric = 346.43 pm/V
2QP times clamped susceptibility = 115.47 pm/V
every check passed
```
